\section*{The Ovchinnikov rule and singlet-triplet gaps of TMM, TME and m-xylylene, part 1}

(Sections cited here and not found follow in the second part.)

\section{Problem}

Each $\pi$ carbon of a hydrocarbon is a site of a graph whose edges are the bonds. The graph is bipartite if its $L$ sites split into sets $A$ and $B$, of sizes $n_A\ge n_B$, with every bond joining $A$ to $B$. The Ovchinnikov rule assigns to the ground state the spin $S_0=(n_A-n_B)/2$. Three graphs are given. Trimethylenemethane (TMM) has a centre 0 bonded to leaves 1, 2, 3. Tetramethyleneethane (TME) has bonded centres 0 and 1, leaves 2, 3 on centre 0 and leaves 4, 5 on centre 1. m-Xylylene (MX) has a ring 0 to 5, site 6 on site 0 and site 7 on site 2. Two models are placed on them, with spins measured in units of $\hbar$:
\begin{align}
H_{\rm Heis}&=\sum_{\langle ij\rangle}J_{ij}\,\mathbf s_i\cdot\mathbf s_j, \qquad J_{ij}>0,\\
H_{\rm Hub}&=-\sum_{\langle ij\rangle\sigma}t_{ij}\,(c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma})+U\sum_i n_{i\uparrow}n_{i\downarrow},
\end{align}
the first with a spin $\tfrac12$ per site, the second with real $t_{ij}\neq0$, $U>0$ and $L$ electrons. Let $E(S)$ be the lowest energy of spin $S$ and $\Delta=E(0)-E(1)$, positive for a triplet ground state.

Find the ground-state spin of each graph in each model, and the conditions under which the rule is a theorem. Find $\Delta$ for uniform model parameters $J=1$ eV, and $t=2.5$ eV with $U=5$ eV and $U=25$ eV.

\section{First estimate by scaling}

The uniform Hubbard model has two energies, so $\Delta=t\,f(U/t)$, and the two ends of $f$ follow from perturbation theory.

\subsection{Weak repulsion, first order}

At $U=0$ the orbitals are the eigenvectors of the H\"uckel matrix $h_{ij}=-t$ on bonds. A zero mode has neighbour amplitudes summing to zero around every site, and each graph has exactly two (the spectra are in the check output):
\begin{align*}
\text{TMM:}&\quad a=(2,-1,-1)/\sqrt6 \text{ on } 1,2,3, && b=(1,-1)/\sqrt2 \text{ on } 2,3,\\
\text{TME:}&\quad a=(1,-1)/\sqrt2 \text{ on } 2,3, && b=(1,-1)/\sqrt2 \text{ on } 4,5,\\
\text{MX:}&\quad a=(1,-1,-1)/\sqrt3 \text{ on } 1,6,7, && b=(1,-1,1,-1)/2 \text{ on } 3,5,6,7.
\end{align*}
The bonding orbitals form a filled core and two electrons share $a$ and $b$, giving a triplet and three singlets at one energy. Let $\eta_x=+1$ on $A$ and $-1$ on $B$. Because $h$ joins only opposite sublattices, $h\phi=\varepsilon\phi$ implies $h(\eta\phi)=-\varepsilon\,\eta\phi$, so bonding and antibonding orbitals have equal total density on each site. Completeness, $\sum_k\phi_k(x)^2=1$, then gives the core density per spin, $\rho_x=\tfrac12(1-a_x^2-b_x^2)$.

The requirement of a filled core and empty antibonding orbitals applies to each spin separately, so the projection of $n_{x\uparrow}n_{x\downarrow}$ is the product $(\rho_x+m_{x\uparrow})(\rho_x+m_{x\downarrow})$, with $m_{x\sigma}$ the density of the zero-mode electrons. Define $K=U\sum a_x^2b_x^2$, $J_{aa}=U\sum a_x^4$, $J_{bb}=U\sum b_x^4$. The term $\rho_x^2$ is a constant, and the terms linear in $m$ are a one-body operator with
\begin{equation}
V_{aa}=U\sum_x\rho_xa_x^2=\tfrac12(U-J_{aa}-K),\qquad V_{bb}=\tfrac12(U-J_{bb}-K).
\end{equation}
Each graph has a symmetry under which $a$ is even and $b$ odd ($2\leftrightarrow3$ in TMM, $4\leftrightarrow5$ in TME, the mirror through sites 1 and 4 in MX), so $V_{ab}=0$ and the odd singlet $ab$ does not mix with $aa$ or $bb$. For an up electron at $x$ and a down electron at $y$ with amplitude $\chi(x,y)$, the term $m_\uparrow m_\downarrow$ has matrix elements $U\sum_x\chi(x,x)\chi'(x,x)$. The triplet $(a_xb_y-b_xa_y)/\sqrt2$ has $\chi(x,x)=0$ and energy $V_{aa}+V_{bb}$. The singlet $ab$ has $\chi(x,x)=\sqrt2a_xb_x$ and lies $2K$ higher. The state $aa$ lies higher by $V_{aa}-V_{bb}+J_{aa}=\tfrac12(J_{aa}+J_{bb})$, the state $bb$ by the same amount, and their coupling is $K$. To first order in $U$ the singlets lie above the triplet by
\begin{equation}
2K,\qquad \tfrac12(J_{aa}+J_{bb})\mp K .
\label{first}
\end{equation}
For TMM, $K=U\cdot2\cdot\tfrac16\cdot\tfrac12=U/6$, $J_{aa}=(16+1+1)U/36=U/2$, $J_{bb}=U/2$, so the singlets are at $U/3$, $U/3$, $2U/3$. For MX, $K=U\cdot2\cdot\tfrac13\cdot\tfrac14=U/6$, $J_{aa}=U/3$, $J_{bb}=U/4$, so they are at $U/3$ and $(7\mp4)U/24$, the lowest at $U/8$. For TME, $a_xb_x=0$ on every site, $K=0$, and they are at $0$, $U/2$, $U/2$. Hund's rule applied to two zero modes would predict a triplet ground state for all three graphs, but it rests on $K>0$, and in TME the first-order splitting is absent, so $\Delta$ scales as $U^2/t$.

\subsection{Weak repulsion, second order in TME}

Write $c_{x\sigma}=a_x\hat a_\sigma+b_x\hat b_\sigma+d_{x\sigma}$, where $d$ collects the orbitals of nonzero energy. Since $a_xb_x=0$, no term of $Un_{x\uparrow}n_{x\downarrow}$ contains both $\hat a$ and $\hat b$. With one electron in each mode, a second-order process splits singlet from triplet only if it combines a term in $\hat a$ with a term in $\hat b$, because a process blind to one of the two spins is, by rotational invariance, a constant. Each term must then conserve the occupation of its mode, as the other cannot restore it. The terms with one $\hat a^\dagger$ and one $\hat a$ are
\begin{align}
Ua_x^2\big[&n^a_\uparrow n^d_{x\downarrow}+n^a_\downarrow n^d_{x\uparrow}+\hat a^\dagger_\uparrow d_{x\uparrow}d^\dagger_{x\downarrow}\hat a_\downarrow+d^\dagger_{x\uparrow}\hat a_\uparrow \hat a^\dagger_\downarrow d_{x\downarrow}\big]\nonumber\\
&=Ua_x^2\big[\tfrac12n^an^d_x-2s^z_as^z_x-s^+_as^-_x-s^-_as^+_x\big]
=Ua_x^2\big[\tfrac12n^an^d_x-2\,\mathbf s_a\cdot\mathbf s_x\big],
\end{align}
where $\mathbf s_x$ is the spin built from $d_x$. The minus signs come from $d_{x\uparrow}d^\dagger_{x\downarrow}=-d^\dagger_{x\downarrow}d_{x\uparrow}=-s_x^-$ and $\hat a_\uparrow\hat a^\dagger_\downarrow=-s_a^-$. The charge part excites the core to singlets, orthogonal to the triplets reached by the spin part, and shifts both states equally. The spin part is $H'=-2U\sum_x(a_x^2\mathbf s_a+b_x^2\mathbf s_b)\cdot\mathbf s_x$. The operator $s^z_x$ promotes an electron of spin $\sigma$ from occupied $i$ to empty $r$ with amplitude $\pm\tfrac12\phi_i(x)\phi_r(x)$, so the two spins give $2\cdot\tfrac14=\tfrac12$ times the orbital products, and the $x$ and $y$ components give the same because the core is a singlet. The two cross terms of the second-order operator sum to $J_{\rm eff}\,\mathbf s_a\cdot\mathbf s_b$ with
\begin{equation}
J_{\rm eff}=-2\cdot(2U)^2\cdot\frac12\sum_{ir}\frac{A_{ir}B_{ir}}{\varepsilon_r-\varepsilon_i},\quad A_{ir}=\sum_xa_x^2\phi_i\phi_r,\quad B_{ir}=\sum_xb_x^2\phi_i\phi_r .
\end{equation}
Since $\mathbf s_a\cdot\mathbf s_b$ is $-\tfrac34$ in the singlet and $\tfrac14$ in the triplet, $\Delta=-J_{\rm eff}$.

The orbitals of nonzero energy involve the centres and the sums $l_1=(|2\rangle+|3\rangle)/\sqrt2$, $l_2=(|4\rangle+|5\rangle)/\sqrt2$, each joined to its centre by $-\sqrt2t$. For parity $p=\pm$ under exchange of the halves, the block in the basis (leaf, centre) has diagonal $(0,-pt)$ and off-diagonal $-\sqrt2t$, so $\varepsilon^2+pt\varepsilon-2t^2=0$: $\varepsilon/t=-2,1$ for $p=+$ and $-1,2$ for $p=-$. The first row gives centre $=-\varepsilon\,(\text{leaf})/\sqrt2t$, so the leaf weight is $2t^2/(2t^2+\varepsilon^2)$, half of it on $l_1$: $\lambda^2=\tfrac16$ for $|\varepsilon|=2t$ and $\tfrac13$ for $|\varepsilon|=t$. Then $A_{ir}=2\cdot\tfrac12\cdot(\lambda_i/\sqrt2)(\lambda_r/\sqrt2)=\tfrac12\lambda_i\lambda_r$, $B_{ir}=p_ip_rA_{ir}$, and the pairs $(-2,1)$, $(-2,2)$, $(-1,1)$, $(-1,2)$ give
\begin{equation}
t\sum_{ir}\frac{A_{ir}B_{ir}}{\varepsilon_r-\varepsilon_i}=\frac{1}{72\cdot3}-\frac{1}{144\cdot4}-\frac{1}{36\cdot2}+\frac{1}{72\cdot3}=\frac{8-3-24+8}{1728}=-\frac{11}{1728}.
\end{equation}
Hence $\Delta=-11U^2/432t$ at leading order. The two unpaired spins polarize the core (dynamic spin polarization), and the softest excitation, $-t\to t$, which is odd between the halves, dominates and favours the singlet. At $U=5$ eV the weak-repulsion estimates are $5/3=1.667$ eV (TMM), $5/8=0.625$ eV (MX) and $-11\cdot25/(432\cdot2.5)=-0.255$ eV (TME).

\subsection{Strong repulsion}

For $U\gg t$ the low states have one electron per site. A hop costs $U$, and only the reverse hop on the same bond restores single occupancy. On one bond,
\begin{equation}
\sum_\sigma c^\dagger_{i\sigma}c_{j\sigma}\,\frac{c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}\mp c^\dagger_{i\downarrow}c^\dagger_{j\uparrow}}{\sqrt2}|0\rangle=\frac{1\pm1}{\sqrt2}\,c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}|0\rangle ,
\end{equation}
so the triplet cannot hop, while the singlet reaches either doubly occupied site with amplitude $\sqrt2t_{ij}$ and falls by $2\cdot2t_{ij}^2/U$. The singlet projector is $\tfrac14-\mathbf s_i\cdot\mathbf s_j$, and
\begin{equation}
H_{\rm eff}=\sum_{\langle ij\rangle}\frac{4t_{ij}^2}{U}\left(\mathbf s_i\cdot\mathbf s_j-\tfrac14\right).
\label{heff}
\end{equation}
Every hop changes the electron number on $A$ by one, so odd orders vanish and the correction is of order $t^4/U^3$. At $U=25$ eV, $J=4\cdot2.5^2/25=1$ eV, and $|\Delta|$ is some fraction of this.

Antiparallel spins on every bond put $A$ up and $B$ down, with $S_z=S_0$. The sets are $A=\{1,2,3\}$, $B=\{0\}$ for TMM, $A=\{0,4,5\}$, $B=\{1,2,3\}$ for TME, and $A=\{1,3,5,6,7\}$, $B=\{0,2,4\}$ for MX, so $S_0=1,0,1$, in agreement with the weak-repulsion signs. For TME the fraction can be estimated by treating the central coupling $J'$ as weak. In one allyl half, $J\,\mathbf s_0\cdot\mathbf L$ with $\mathbf L=\mathbf s_2+\mathbf s_3$ equals $\tfrac J2[j(j+1)-\tfrac34-L(L+1)]$, which is $-J$ for $L=1,j=\tfrac12$, $+J/2$ for $L=1,j=\tfrac32$ and $0$ for $L=0$. Within the ground doublet $\mathbf s_0=g\,\mathbf j$ by the Wigner--Eckart theorem, and $\mathbf s_0\cdot\mathbf j=\tfrac12[\tfrac34+\tfrac34-2]=-\tfrac14=\tfrac34g$ gives $g=-\tfrac13$. So $J'\mathbf s_0\cdot\mathbf s_1\to(J'/9)\,\mathbf j_1\cdot\mathbf j_2$ and $\Delta=-J'/9$ to first order in $J'/J$, or $-0.111$ eV if extended to $J'=J=1$ eV.

\section{Exact solution}

Both models obey one statement. On a connected bipartite graph with $L$ even, the lowest state with $S_z=M\ge0$ is unique and has spin $\max(M,S_0)$.

\subsection{Heisenberg model: the Lieb--Mattis theorem}

In the basis of up-down configurations with fixed $M$, the only off-diagonal elements come from $\tfrac12J_{ij}(s_i^+s_j^-+s_i^-s_j^+)$, which swaps opposite spins on a bond with element $J_{ij}/2$ and changes the number of up spins on $B$ by one. Multiplying each basis state by $(-1)$ to that number (the Marshall sign) turns every such element into $-J_{ij}/2$. All configurations are linked: on a connected graph the swap of any two sites is built from bond swaps by repeated use of $(xz)=(xy)(yz)(xy)$ along a path, and swaps of equal spins can be dropped.

Let $\psi$ be a real ground state of the sector. Replacing $\psi_\alpha$ by $|\psi_\alpha|$ keeps the norm and the diagonal energy and cannot raise $H_{\alpha\beta}\psi_\alpha\psi_\beta$ when $H_{\alpha\beta}\le0$, so $|\psi|$ is also a ground state. If $\psi_\alpha=0$, row $\alpha$ of the eigenvalue equation reads $\sum_{\beta\ne\alpha}H_{\alpha\beta}|\psi_\beta|=0$ with no positive term, so $\psi$ vanishes on all linked configurations and hence everywhere. A ground state therefore has no zero component. The vector $\psi+|\psi|$ is either zero, making $\psi$ negative throughout, or a ground state, making $\psi$ positive throughout. Two vectors of single sign cannot be orthogonal, so the state is unique, and since $[H,\mathbf S^2]=0$ it has a definite spin.

The spin is found from the model that couples every $A$ site to every $B$ site,
\begin{equation}
H_0=\mathbf S_A\cdot\mathbf S_B=\tfrac12\left[S(S+1)-S_A(S_A+1)-S_B(S_B+1)\right],
\end{equation}
to which the same argument, with the same signs, applies. For $M\ge S_0$, the bounds $S\ge M$, $S_A\le n_A/2$, $S_B\le n_B/2$ bound $H_0$ from below, and all three are met together because $S_0\le M\le L/2$, so the ground spin is $M$. For $M<S_0$, let $p\ge q$ be the larger and smaller of $S_A,S_B$. From $S\ge p-q$,
\begin{equation}
H_0\ge\tfrac12\left[(p-q)(p-q+1)-p(p+1)-q(q+1)\right]=-q(p+1)\ge-\tfrac{n_B}2\left(\tfrac{n_A}2+1\right),
\end{equation}
which is reached with maximal $S_A,S_B$ and $S=S_0$, a multiplet present in the sector. The ground states of $H$ and $H_0$ are both positive, so they overlap, and states of different spin would be orthogonal. The spins agree.

Every multiplet has an $M=0$ member, so the overall ground multiplet is unique with spin $S_0$. For $S\ge S_0$ the sector $M=S$ has a spin-$S$ ground state and contains the lowest spin-$(S+1)$ level, so $E(S+1)>E(S)$. For $S<S_0$ the proof gives only $E(S)>E(S_0)$, and it gives no size for any gap.

The weak- and strong-repulsion estimates give triplet ground states for TMM and MX and a singlet for TME, and the Lieb–Mattis theorem proves the rule for the Heisenberg model without giving the size of any gap. It remains to prove the rule for the Hubbard model, to find the gaps and to compare them with the estimates.

Numbers in the example were calculated in double precision.
